\section*{Closed-shell oxygen is the wrong reactant for an oxidation barrier}

\section{A barrier that disappears}

Let an oxygen molecule approach a closed-shell partner along one dimensionless coordinate $s$, with the free molecule at $s=0$. Two electrons occupy the two antibonding $\pi^*$ orbitals $x$ and $y$, which are real and, at $s=0$, degenerate. The other electrons enter through a common energy. Energies are in hartree.

The partner does two things. It adds an energy $W(s)$ that is the same for every arrangement of the two electrons, for instance from Pauli repulsion and bond stretching. It also splits the orbital energies into $-d(s)$ for $x$ and $+d(s)$ for $y$. Take the simplest forms,
\begin{equation}
W=as,\qquad d=bs,\qquad a=b=0.02 .
\end{equation}

A closed-shell calculation with real orbitals, the case treated here, puts both electrons into $x$. Its energy changes by $W$ from the common part and by $-2d$ from the two electrons, so that, measured from its own starting point,
\begin{equation}
F_{\rm CS}(s)=W-2d=(a-2b)s=-0.02\,s .
\end{equation}
The curve runs downhill from the start: there is no barrier.

Free oxygen, however, is a spin triplet with one electron in each orbital. The shifts $-d$ and $+d$ then cancel, and the energy changes by
\begin{equation}
F_{\rm T}(s)=W=+0.02\,s .
\end{equation}
The molecule is pushed back. The same partner and the same path give attraction in one calculation and repulsion in the other. To find the height of the true barrier in this model, one must know where a singlet state comes below the triplet, and this requires the electron repulsion.

\section{The energies of two electrons in two orbitals}

Write $(pq|rs)$ for the Coulomb repulsion between the charge distributions $pq$ and $rs$, and define
\begin{equation}
J_{xx}=(xx|xx),\quad J_{xy}=(xx|yy),\quad K=(xy|xy)>0 .
\end{equation}
$K$ is positive because it is the electrostatic self-repulsion of the distribution $xy$. By reflection symmetry $J_{yy}=J_{xx}$, and integrals with an odd number of factors $x$, such as $(xx|xy)$, vanish.

The free molecule is axially symmetric, so the orbital $u=(x+y)/\sqrt2$, which is $x$ turned by $45^\circ$, has the same self-repulsion as $x$. Since $u^2=\tfrac12(x^2+y^2)+xy$,
\begin{align}
J_{xx}=(uu|uu)&=\tfrac14\,(2J_{xx}+2J_{xy})+K,
\end{align}
where the cross terms vanish by reflection. Hence
\begin{equation}
J_{xx}=J_{xy}+2K. \label{eq:axial}
\end{equation}
The model keeps these integrals constant along the path.

The triplet has the spatial function $[x(1)y(2)-y(1)x(2)]/\sqrt2$. The two direct terms give $J_{xy}$ and the cross terms give $-K$:
\begin{equation}
\mathcal E_{\rm T}=W+J_{xy}-K .
\end{equation}
With a plus sign in the spatial function one obtains an open-shell singlet at $W+J_{xy}+K$. It stays $2K$ above the triplet for every $d$.

The other two singlets are built from $x(1)x(2)$ and $y(1)y(2)$, written $x^2$ and $y^2$. The repulsion couples them through $\int x(1)x(2)\,r_{12}^{-1}\,y(1)y(2)=K$, so their Hamiltonian matrix is
\begin{equation}
\begin{pmatrix} W+J_{xx}-2d & K\\ K& W+J_{xx}+2d\end{pmatrix}.
\end{equation}
Its lower eigenvalue is $W+J_{xx}-\sqrt{4d^2+K^2}$. The closed-shell determinant has the upper left element as its energy. Now choose the free triplet, $J_{xy}-K$, as the zero of energy. By (\ref{eq:axial}), $J_{xx}-(J_{xy}-K)=3K$, and therefore
\begin{align}
E_{\rm T}&=W, \label{eq:T}\\
E_{\rm S}&=W+3K-\sqrt{4d^2+K^2}, \label{eq:S}\\
E_{\rm CS}&=W+3K-2d. \label{eq:CS}
\end{align}
The lowest energy of any spin is $\min(E_{\rm T},E_{\rm S})$, because the open-shell singlet lies above the triplet. Following it gives the spin-relaxed path.

\section{The counter-example completed}

The correlated singlet meets the triplet when $\sqrt{4d^2+K^2}=3K$. Squaring gives $4d^2=8K^2$, or
\begin{equation}
d=\sqrt2\,K. \label{eq:cross}
\end{equation}
For the linear path this is $s=\sqrt2K/b$, at the energy
\begin{equation}
B_{\rm rel}=\sqrt2\,\frac{aK}{b}. \label{eq:BA}
\end{equation}
With $K=0.02$ the crossing is at $s=1.414$ and $B_{\rm rel}=0.02\times1.414=0.0283$ hartree, or $0.77$ eV. The closed-shell calculation reports zero.

The crossing is the top of the path only if the singlet falls beyond it. With $r=a/(2b)$ and $v=2bs$, the singlet slope with respect to $v$ is
\begin{equation}
\frac{dE_{\rm S}}{dv}=r-\frac{v}{\sqrt{v^2+K^2}} .
\end{equation}
The last fraction grows with $v$ and equals $\sqrt8/3\approx0.943$ at the crossing, where $v=\sqrt8K$. So (\ref{eq:BA}) holds for $r<\sqrt8/3$. Here $r=0.5$.

For $\sqrt8/3<r<1$ the singlet goes on rising after the crossing. It turns where $v/\sqrt{v^2+K^2}=r$, that is, at $v=rK/\sqrt{1-r^2}$ with $\sqrt{v^2+K^2}=K/\sqrt{1-r^2}$. Inserting this in $E_{\rm S}=rv+3K-\sqrt{v^2+K^2}$ gives
\begin{align}
B_{\rm rel}&=3K+\frac{r^2K-K}{\sqrt{1-r^2}}\notag\\
&=3K-K\sqrt{1-r^2}. \label{eq:late}
\end{align}
The two expressions agree at $r=\sqrt8/3$, where both equal $8K/3$. As $r$ approaches 1 the barrier approaches $3K$, while the closed-shell barrier is still zero.

A correct singlet calculation does not repair the wrong choice of spin. Its reactant lies at $E_{\rm S}(0)=2K$. Subtracting this from the singlet maximum, which has the form (\ref{eq:late}) for every $0<r<1$, leaves
\begin{equation}
B_{\rm S}=K\left(1-\sqrt{1-r^2}\right).
\end{equation}
For $r=0.5$ this is $0.02\times(1-0.866)=0.0027$ hartree, a tenth of the spin-relaxed value. Two separate faults are thus present: the wrong spin, and the description of the singlet by a single determinant.

\section{What the closed-shell determinant represents}

At $d=0$ the singlet matrix has the eigenvectors
\begin{equation}
\Delta=\frac{x^2-y^2}{\sqrt2},\qquad \Sigma^+=\frac{x^2+y^2}{\sqrt2},
\end{equation}
with energies $J_{xx}-K$ and $J_{xx}+K$, which are $2K$ and $4K$ above the triplet. The open-shell singlet, also at $2K$, is the second component of $\Delta$. Adding the two eigenvectors gives
\begin{equation}
x^2=\frac{\Delta+\Sigma^+}{\sqrt2}.
\end{equation}
The closed-shell determinant is an equal mixture of two excited states, with mean energy $\tfrac12(2K+4K)=3K$ and no triplet component. Its value of $\langle S^2\rangle$ is zero, as it should be for a singlet, so a check for spin contamination gives no warning.

Complex orbitals remove the mixture but not the spin error. With $\pi_+=(x+iy)/\sqrt2$,
\begin{equation}
\pi_+(1)\pi_+(2)=\tfrac12\left[x^2-y^2+i(xy+yx)\right],
\end{equation}
where the products on the right are in the order of electrons 1 and 2. Both parts belong to $\Delta$, so the energy is $2K$ above the triplet. A closed-shell determinant allowed to become complex therefore starts lower than $x^2$, and its profile along the path differs from $F_{\rm CS}$, which is for real orbitals. The orbital $x\cos\theta+iy\sin\theta$ gives the energy $W+3K-2d\cos2\theta-K\sin^22\theta$, which for $d<K$ is lowest at $\cos2\theta=d/K$, where it equals $W+2K-d^2/K$. On the linear path with $r=0.5$ this leaves a barrier $r^2K=0.005$ hartree: not zero, but still far below the spin-relaxed value. Nor can a better treatment of correlation turn the singlet into the reactant: a Hamiltonian without spin-dependent terms conserves total spin.

The word ``restricted'' is not itself the trouble. Restricted open-shell Hartree--Fock (ROHF) uses the same spatial orbitals for both spins and still places one electron in each $\pi^*$ orbital. The fault lies in forcing the shell to be closed.

\section{The size of the error in molecular oxygen}

For O$_2$ at a bond length of $2.28$ bohr in the cc-pVTZ basis, the ROHF triplet orbitals give $J_{xx}=0.61844$, $J_{xy}=0.57088$ and $K=0.02378$ hartree. The difference $J_{xx}-J_{xy}=0.0476$ agrees with $2K=0.0476$. With these orbitals frozen, the closed-shell determinant lies
\begin{equation}
3K=0.07135\ \text{hartree}=1.94\ \text{eV}
\end{equation}
above the triplet. This energy was also obtained from the density matrix of the whole molecule, independently of the two-orbital formula.

Letting the closed-shell orbitals relax, while keeping them real, lowers the gap by $0.00804$ hartree, to $0.06331$ hartree or $1.72$ eV. Most of the error therefore survives this relaxation. These are Hartree--Fock energies in a finite basis; they omit dynamical correlation and are not predictions of measured excitation energies.

The density is wrong as well. Let $Q_{ij}=\int\rho\,r_ir_j\,d^3r$, with $\rho$ the electron number density and the molecule along $z$. The quantity
\begin{equation}
A=\sqrt{(Q_{xx}-Q_{yy})^2+4Q_{xy}^2}
\end{equation}
vanishes for an axially symmetric density. It is zero to the printed digits for the triplet and $1.18$ bohr$^2$ for the relaxed closed-shell solution. The latter distinguishes two perpendicular directions that are equivalent in the free molecule.

A spin-unpolarized density-functional calculation can keep the axial symmetry by placing one electron in each $\pi^*$ orbital, half of it with each spin. This is not the determinant $x^2$, and the result $3K$ does not apply to it. With the PBE functional it still lies $0.0426$ hartree, or $1.16$ eV, above the spin-polarized triplet. A symmetric density does not by itself restore the reactant energy.

\section{The general statement and its proof}

The linear path is one case of a result for any path within the model. Let $W$ and $d$ be continuous for $0\le s\le L$, with $W(0)=d(0)=0$ and $d\ge0$, and let $K$ be constant. The last sign condition means that the closed shell occupies the lower orbital. Define each barrier as the highest point of the profile relative to its own value at $s=0$:
\begin{align}
B_{\rm rel}&=\max_s F_{\rm rel}(s),& F_{\rm rel}&=\min(E_{\rm T},E_{\rm S}),\\
B_{\rm CS}&=\max_s F_{\rm CS}(s),& F_{\rm CS}&=W-2d .
\end{align}
Both profiles start at zero, so neither barrier is negative. Then
\begin{equation}
B_{\rm CS}\le B_{\rm rel}\le B_{\rm CS}+3K, \label{eq:theorem}
\end{equation}
and $B_{\rm CS}=0$ if and only if $W\le2d$ along the whole path.

\textit{Proof.} Put $q=\sqrt{4d^2+K^2}$. From (\ref{eq:T}) and (\ref{eq:S}),
\begin{equation}
F_{\rm rel}-F_{\rm CS}=\min\left(2d,\;3K+2d-q\right). \label{eq:diff}
\end{equation}
Since $4d^2\le4d^2+K^2\le(2d+K)^2$, we have $2d\le q\le2d+K$. The second entry of the minimum therefore lies between $2K$ and $3K$. The first entry is not negative. It follows that
\begin{equation}
0\le F_{\rm rel}-F_{\rm CS}\le3K
\end{equation}
at every $s$. Taking the maximum over $s$ in $F_{\rm CS}\le F_{\rm rel}$ and in $F_{\rm rel}\le F_{\rm CS}+3K$ gives (\ref{eq:theorem}). Finally, $F_{\rm CS}(0)=0$, so its maximum is zero exactly when $W-2d$ is nowhere positive. $\square$

If $d>0$ for all $s>0$ and $B_{\rm rel}>0$, the first inequality is strict. The maximum of $F_{\rm CS}$ is then either at $s=0$, where it is zero, or at a point where (\ref{eq:diff}) is positive. The upper bound cannot be improved: the linear path with $r\to1$ comes as close to it as desired.

The proof also shows why the error does not cancel between reactant and transition state. A constant offset would cancel. The closed-shell energy, however, is $3K$ above the ground state at $s=0$, whereas for $d\gg K$
\begin{equation}
E_{\rm CS}-E_{\rm S}=\sqrt{4d^2+K^2}-2d\approx\frac{K^2}{4d},
\end{equation}
and the singlet is then the ground state. The determinant becomes good where the partner has split the orbitals strongly, and it is poor at the reactant. At the spin crossing the determinant's excess over the ground state has already fallen to $(3-2\sqrt2)K\approx0.17K$. If the true top lies there, as on the linear path with $r=0.5$, the closed-shell rise from the reactant to that point is too small by $2\sqrt2\,K$.

\section{Mixing the reference states}

Suppose the spin-relaxed top is calculated correctly, but the energy of free oxygen is taken from the closed shell. The reported value is
\begin{equation}
B_{\rm rel}-3K,
\end{equation}
too low by $3K$. On the linear path it is $0.0283-0.0600=-0.0317$ hartree, a negative barrier.

Suppose instead that the whole path is closed-shell but is measured from the correct triplet reactant. Its highest point is $B_{\rm CS}+3K$. By (\ref{eq:theorem}) this is never below $B_{\rm rel}$, so the error now has the opposite sign. On the linear path the highest point is the starting point itself, at $0.06$ hartree. That is the mean of two excitation energies of the free molecule, $2K$ and $4K$, not a barrier to reaction.

\section{A barrier that is distorted but not erased}

If the splitting sets in later than the repulsion, a closed-shell barrier remains. Take
\begin{equation}
W=as,\qquad d=bs^2,\qquad a=b=0.03,\qquad K=0.02 .
\end{equation}
The closed-shell profile $as-2bs^2$ has zero slope at $s=a/(4b)=0.25$, where
\begin{equation}
B_{\rm CS}=\frac{a^2}{4b}-\frac{a^2}{8b}=\frac{a^2}{8b}=0.00375 .
\end{equation}
The spin crossing (\ref{eq:cross}) requires $bs^2=\sqrt2K$. Hence $s=0.971$ and
\begin{equation}
B_{\rm rel}=a\sqrt{\frac{\sqrt2\,K}{b}}=0.0291 .
\end{equation}
To confirm that this is the top, differentiate the singlet energy:
\begin{equation}
\frac{dE_{\rm S}}{ds}=a-\frac{8b^2s^3}{\sqrt{4b^2s^4+K^2}} .
\end{equation}
The fraction grows with $s$, since dividing above and below by $s^3$ leaves a decreasing denominator. At the crossing the root is $3K=0.06$ and the fraction is about $0.11$, larger than $a=0.03$. The singlet falls from there on.

The closed-shell barrier is thus $0.10$ eV instead of $0.79$ eV, and its top is at $s=0.25$ instead of $0.97$. A search for the transition state on this surface would end at the wrong geometry. At that geometry the true state of the model is still the triplet, at $as=0.0075$ hartree, while the closed-shell energy is $0.0638$ hartree on the same scale.

At $1000$ K the thermal energy is $0.00317$ hartree. The ratio of the two Boltzmann factors is
\begin{equation}
\exp\left(\frac{0.0291-0.0038}{0.00317}\right)\approx3\times10^3 .
\end{equation}
This is the effect of the barrier height alone. A ratio of rates would also contain the prefactors and the probability of changing spin.

\section{Where the result applies, and what to calculate instead}

The spin-relaxed barrier is an energy threshold, not a sticking probability. With a closed-shell partner, passing from triplet to singlet needs a spin-dependent interaction such as spin--orbit coupling. If this is weak, many molecules with enough energy can remain on the triplet curve at the crossing. On the two example paths that curve keeps rising, so a molecule that stays on it is eventually turned back. It then meets the crossing again, now moving toward smaller $s$, and has a second chance to change spin. After such a change it climbs the singlet curve. It is turned back toward the product only if its energy is below the singlet maximum, which is $2K+B_{\rm S}=0.0427$ hartree on the linear path; with more energy it leaves as singlet oxygen.

A partner with unpaired electrons, or a metal, can exchange spin with the molecule while the total spin is conserved. The relevant states then include the spins of the partner, and (\ref{eq:T})--(\ref{eq:CS}) are not sufficient. They also fail when a further electron is transferred into the $\pi^*$ shell, since the count of two electrons no longer holds.

The constancy of $K$ matters too. If $K$ changes along the path while (\ref{eq:axial}) still holds, and $W$ denotes the triplet profile, then $F_{\rm CS}$ acquires the extra term $3[K(s)-K(0)]$. Where $K$ grows, this term can reverse the first inequality in (\ref{eq:theorem}).

A sound calculation starts from the triplet molecule and follows each relevant total spin along the path. Where the $\pi^*$ orbitals are nearly degenerate, a description of the singlet $E_{\rm S}$ that leads to the product needs, in the real orbitals used here, at least the two configurations $x^2$ and $y^2$. The barrier is then sought on the lowest curves, including their crossing, with all energies referred to the triplet reactant. A closed-shell determinant may serve as the reference function for a correlated calculation where the splitting is large compared with $K$, provided that the singlet has been shown to be the ground state there. The crossing condition $d=\sqrt2K$ and the residual error $K^2/4d$ belong to the two-orbital model. In real O$_2$, correlation with the other valence electrons lowers the singlet relative to the triplet (the measured $\Delta$ excitation is $0.98$ eV, against $2K=1.29$ eV). This moves the crossing to smaller $d$ and leaves the bare determinant with an error relative to the triplet that is not bounded by $K^2/4d$. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
O2, basis cc-pvtz
bond length: 2.28 bohr
ROHF triplet total energy: -149.65277 hartree
RHF closed-shell total energy: -149.58946 hartree
Jxx: 0.61844 hartree
Jxy: 0.57088 hartree
K: 0.02378 hartree = 0.647 eV
Delta above triplet, frozen orbitals: 0.04757 hartree = 1.294 eV
Sigma+ above triplet, frozen orbitals: 0.09513 hartree = 2.589 eV
closed shell above triplet, frozen: 0.07135 hartree = 1.942 eV
closed shell above triplet, relaxed: 0.06331 hartree = 1.723 eV
complex closed shell above triplet, frozen: 0.04757 hartree = 1.294 eV
triplet weight in closed shell: 0.0000 (no unit)
Delta weight in closed shell: 0.5000 (no unit)
Sigma+ weight in closed shell: 0.5000 (no unit)
density anisotropy, triplet: 0.0000 bohr^2
density anisotropy, relaxed RHF: 1.1846 bohr^2
PBE triplet total energy: -150.23945 hartree
PBE unpolarized total energy: -150.19687 hartree
PBE unpolarized above triplet: 0.04258 hartree = 1.159 eV
model K: 0.02000 hartree
model closed-shell reactant offset: 0.06000 hartree = 1.633 eV
path A slope a: 0.02000 hartree
path A splitting coefficient b: 0.02000 hartree
path A ratio r: 0.500 (no unit)
path A crossing s: 1.414 (no unit)
path A spin-relaxed barrier: 0.02828 hartree = 0.770 eV
path A singlet barrier, own reactant: 0.00268 hartree = 0.073 eV
path A closed-shell barrier, own reactant: 0.00000 hartree = 0.000 eV
path A crossing minus closed-shell reactant: -0.03172 hartree = -0.863 eV
path B slope a: 0.03000 hartree
path B splitting coefficient b: 0.03000 hartree
path B crossing s: 0.971 (no unit)
path B closed-shell maximum s: 0.250 (no unit)
path B spin-relaxed barrier: 0.02913 hartree = 0.793 eV
path B singlet barrier, own reactant: 0.01011 hartree = 0.275 eV
path B closed-shell barrier, own reactant: 0.00375 hartree = 0.102 eV
path B closed-shell top minus triplet reactant: 0.06375 hartree = 1.735 eV
temperature: 1000 K
thermal energy: 0.00317 hartree
path B Boltzmann factor ratio: 3022 (no unit)
\end{verbatim}
